# Optimal displacement for force constants from noisy central force differences

## What the units and the symmetry already fix

Displace one atom by $x$ along a chosen direction, hold all other nuclei fixed, and let $F(x)$ be the force on that atom along the same direction. With $V(x)$ the total energy, $F=-V'$, and the force constant is

$$k=V''(0)=-F'(0).$$

Density functional perturbation theory obtains $k$ from the linear response at $x=0$, without any finite displacement. An independent check uses two force calculations:

$$k_h=-\frac{F(h)-F(-h)}{2h}.$$

Each computed force carries an error of size up to $\varepsilon$. A large step $h$ can spoil the estimate because $F$ is not a straight line; a small step spoils it, if the two errors are unrelated, because their difference is divided by $h$. How large is the best step, and how good is the best result?

First ask which properties of $F$ can matter. The difference $F(h)-F(-h)$ removes every even power of $x$ in $F$. The linear term is reproduced without error, so $k$ itself does not enter the error. The first term that does harm is cubic, and its strength is

$$M=|F'''(0)|=|V''''(0)|.$$

If higher terms are negligible, the only quantities available are $\varepsilon$, a force, and $M$, a force per length cubed. A product $\varepsilon^aM^b$ has the unit force$^{\,a+b}$ length$^{-3b}$.

- The best step is a length, so $a+b=0$ and $-3b=1$. Hence $b=-\tfrac13$ and $a=\tfrac13$.
- The error of $k$ is a force per length, so $a+b=1$ and $-3b=-1$. Hence $b=\tfrac13$ and $a=\tfrac23$.

Therefore

$$h^*\propto\left(\frac{\varepsilon}{M}\right)^{1/3},\qquad E^*\propto M^{1/3}\varepsilon^{2/3}.$$

The exponents follow from units and symmetry. The numerical factors, and the conditions on the noise, need a derivation.

## The two errors

**Truncation.** Take forces without noise and expand about $x=0$, with all derivatives evaluated there:

$$F(\pm h)=F\pm hF'+\frac{h^2}{2}F''\pm\frac{h^3}{6}F'''+\frac{h^4}{24}F''''\pm\frac{h^5}{120}F^{(5)}+\dots$$

Subtracting doubles the odd terms and cancels the even ones. Division by $-2h$ gives

$$k_h=-F'-\frac{h^2}{6}F'''-\frac{h^4}{120}F^{(5)}-\dots$$

Since $-F'=k$ and $-F'''=V''''$, the leading truncation error is

$$T=k_h-k=\frac{h^2}{6}V''''(0),\qquad |T|=\frac{Mh^2}{6}.$$

The constant force $F(0)$ has dropped out, so the geometry need not be an energy minimum. The neglected term is smaller than the one kept by the factor

$$\frac{|F^{(5)}|h^4/120}{Mh^2/6}=\frac{|F^{(5)}|}{20M}\,h^2,$$

which must be much less than one. At the best step $h^2$ scales as $\varepsilon^{2/3}$, so this condition is met for small enough noise, provided $M\neq0$.

**Noise.** Let the computed forces be $F(h)+a$ and $F(-h)+b$, with $|a|\le\varepsilon$ and $|b|\le\varepsilon$. Assume no relation between $a$ and $b$. They change the estimate by

$$N=-\frac{a-b}{2h},\qquad |N|\le\frac{2\varepsilon}{2h}=\frac{\varepsilon}{h}.$$

The bound is reached when $a$ and $b$ have full size and opposite signs. There are two such choices, one giving $N=+\varepsilon/h$ and the other $N=-\varepsilon/h$, so one of them adds to $T$. The worst-case error is therefore, to leading order,

$$E(h)=\frac{Mh^2}{6}+\frac{\varepsilon}{h}.$$

## The balance

Differentiate and set the result to zero:

$$E'(h)=\frac{Mh}{3}-\frac{\varepsilon}{h^2}=0\quad\Rightarrow\quad h^{*3}=\frac{3\varepsilon}{M},\qquad h^*=\left(\frac{3\varepsilon}{M}\right)^{1/3}.$$

The second derivative, $M/3+2\varepsilon/h^3$, is positive for all $h>0$, so this is the one minimum. To find its value, insert $M=3\varepsilon/h^{*3}$ into the truncation part:

$$\frac{Mh^{*2}}{6}=\frac{3\varepsilon}{h^{*3}}\,\frac{h^{*2}}{6}=\frac{\varepsilon}{2h^*}.$$

At the best step the noise part $\varepsilon/h^*$ is thus twice the truncation part, not equal to it. The sum is

$$E^*=\frac{3\varepsilon}{2h^*}=\frac32\,\varepsilon\left(\frac{M}{3\varepsilon}\right)^{1/3}=\left(\frac{27}{8}\cdot\frac{M}{3}\right)^{1/3}\varepsilon^{2/3}=\left(\frac{9M}{8}\right)^{1/3}\varepsilon^{2/3}.$$

Because the exponent is $\tfrac23$, forces a thousand times more precise improve the force constant by a factor of one hundred, provided the step is also reduced tenfold to its new best value. With the old step kept, the truncation error would remain and the gain would be only about a factor of three.

It helps to express $M$ through a length $\ell=\sqrt{k/M}$ (for $k>0$), the scale on which the quartic term of the energy changes the force constant by an amount comparable to $k$. With $M=k/\ell^2$,

$$\frac{E^*}{k}=\left(\frac98\right)^{1/3}\left(\frac{\varepsilon}{k\ell}\right)^{2/3}.$$

The noise is to be compared with $k\ell$, the harmonic force at the displacement $\ell$. This length is not the range of harmonic behaviour. The cubic term of the energy cancels from $k_h$, but it can change the local force constant faster. For the H$_2$ example below, $\ell=0.30$ bohr, and over that distance the quartic term changes the force constant by $k/2$ and the cubic term by about $k$.

**A wrong step.** Suppose the step is $\lambda h^*$. Truncation grows as $\lambda^2$ and noise falls as $1/\lambda$, so

$$\frac{E(\lambda h^*)}{E^*}=\frac{\lambda^2\,\varepsilon/(2h^*)+\varepsilon/(\lambda h^*)}{3\varepsilon/(2h^*)}=\frac{1}{3}\left(\lambda^2+\frac{2}{\lambda}\right).$$

Doubling the step costs a factor $5/3$, and halving it costs $17/12$. Since $h^*\propto M^{-1/3}$, a guess of $M$ wrong by a factor of eight shifts the step by a factor of two. A rough value of $M$ is therefore enough.

## Random noise instead of a bound

Let $a$ and $b$ now be independent random errors with zero mean and standard deviation $\sigma$. The cross term between $T$ and $N$ averages to zero, and the variances of $a$ and $b$ add:

$$\langle(T+N)^2\rangle=T^2+\langle N^2\rangle=\frac{M^2h^4}{36}+\frac{2\sigma^2}{4h^2}=\frac{M^2h^4}{36}+\frac{\sigma^2}{2h^2}.$$

The derivative is $M^2h^3/9-\sigma^2/h^3$. It changes sign once, from negative to positive, at $h^6=9\sigma^2/M^2$. The best step is

$$h_{\rm rms}=\left(\frac{3\sigma}{M}\right)^{1/3},$$

the earlier formula with $\sigma$ in place of $\varepsilon$. There $Mh^2/6=\sigma/(2h)$, so the mean square error is $\sigma^2/(4h^2)+\sigma^2/(2h^2)=3\sigma^2/(4h^2)$, and its root is

$$E_{\rm rms}=\frac{\sqrt3}{2}\,\frac{\sigma}{h_{\rm rms}}.$$

This again scales as $\sigma^{2/3}$. The exponents survive the change of noise model; the factor in the error does not.

## Comparison with a real molecule

The example is H$_2$ at a bond length of 1.40 bohr, in restricted Hartree–Fock theory with the 6-31G** basis, with one atom displaced along the bond. Hartree–Fock needs no integration grid, which removes one source of force error. Its coupled-perturbed equations are the counterpart of density functional perturbation theory and give $k$ without force differences. The reference leaves out electron correlation and uses an incomplete basis; it serves as the derivative within this model.

The analytic force constant is $k=0.3888$ hartree/bohr$^2$. The curvature of analytic force constants along the bond gives $M=4.374$ hartree/bohr$^4$. These digits belong to the model. The larger cc-pVTZ basis gives $k=0.3854$ and $M=4.325$, which moves the best step and least error found below by about 0.4 percent. Full configuration interaction in 6-31G** lowers $k$ to 0.3808. For a noise bound $\varepsilon=10^{-5}$ hartree/bohr,

$$h^*=\left(\frac{3\times10^{-5}}{4.374}\right)^{1/3}\text{bohr}=(6.859\times10^{-6})^{1/3}\ \text{bohr}=0.0190\ \text{bohr},$$

or 0.01005 Å. In hartree/bohr$^2$ the two parts of the error are

$$\frac{Mh^{*2}}{6}=\frac{4.374\times(0.0190)^2}{6}=2.63\times10^{-4},\qquad \frac{\varepsilon}{h^*}=\frac{10^{-5}}{0.0190}=5.26\times10^{-4}.$$

Their sum is $E^*=7.89\times10^{-4}$ hartree/bohr$^2$, or 1.23 N/m, which is 0.20 percent of $k$.

The numerical check does not assume the formula for $E(h)$. It takes tightly converged forces, adds artificial errors $\pm\varepsilon$ with all choices of sign, and searches for the step with the smallest resulting worst-case error. It therefore tests the balance for unrelated errors, not whether the errors of a given calculation are unrelated:

| $\varepsilon$ (hartree/bohr) | searched $h^*$ (bohr) | searched $E^*$ (hartree/bohr$^2$) | formula $E^*$ (hartree/bohr$^2$) |
|---|---|---|---|
| $10^{-6}$ | 0.00882 | $1.701\times10^{-4}$ | $1.701\times10^{-4}$ |
| $10^{-5}$ | 0.01900 | $7.896\times10^{-4}$ | $7.895\times10^{-4}$ |
| $10^{-4}$ | 0.04089 | $3.666\times10^{-3}$ | $3.664\times10^{-3}$ |

The fitted exponents are 0.333 for the step and 0.667 for the error.

The neglected fifth derivative is visible at larger steps. Without added noise, the measured truncation error exceeds $Mh^2/6$ by 0.22 percent at $h=0.05$ bohr and by 0.87 percent at $h=0.10$ bohr. The excess grows fourfold when the step doubles, as the factor proportional to $h^2$ requires. It also accounts for the cost of a step five times too large, which is 8.53 against the leading-order value $(25+0.4)/3=8.47$. That step is 0.095 bohr, where an excess of about 0.8 percent on the truncation share, $25/3$, adds roughly 0.07.

For random noise with $\sigma=10^{-5}$ hartree/bohr, sampling gives a smallest root-mean-square error of $4.55\times10^{-4}$ hartree/bohr$^2$; the formula gives $4.56\times10^{-4}$.

## Where the estimate fails

**Smooth errors.** The noise contribution $-(a-b)/(2h)$ grows as $1/h$ at small steps only if the difference $a-b$ of the two force errors does not shrink with $h$, as for unrelated errors. Suppose instead that they are values of one smooth function $\delta(x)$. Their contribution to $k_h$ is then

$$-\frac{\delta(h)-\delta(-h)}{2h}=-\delta'(0)-\frac{h^2}{6}\delta'''(0)-\dots$$

A constant offset cancels. What remains as $h\to0$ is the bias $-\delta'(0)$. It does not grow as $1/h$, and unless $\delta'(0)=0$, reducing the step does not remove it.

Self-consistency stopped after two plain cycles, each time from the core-Hamiltonian starting guess, behaves in this way for H$_2$. The size and sign of the numbers below depend on that choice; a guess built from atomic densities gives a bias of $+3.83\times10^{-3}$ hartree/bohr$^2$, again the same at both steps. The force error has the size $4.9\times10^{-3}$ hartree/bohr at $x=+0.02$ bohr and $5.0\times10^{-3}$ hartree/bohr at $x=-0.02$ bohr. Treated as independent noise with the bound $5.0\times10^{-3}$ hartree/bohr, such errors would allow an error of up to 0.25 hartree/bohr$^2$ in the force constant at that step, and 0.50 at $h=0.01$ bohr. The actual bias is $-3.94\times10^{-3}$ hartree/bohr$^2$ at both steps, about 1 percent of $k$. An accelerated (DIIS) iteration stopped at an energy threshold of $10^{-4}$ hartree behaves alike. Its force error is about $9\times10^{-6}$ hartree/bohr, and its bias is $1.1\times10^{-5}$ hartree/bohr$^2$ at every step from 0.0025 to 0.04 bohr, far below the $E^*$ that unrelated errors of this size would give. Agreement between two step lengths therefore does not prove that the forces are converged. Tightening the self-consistency tests this source of error only. In density functional theory a very coarse integration grid leaves a smooth bias, about $-6\times10^{-4}$ hartree/bohr$^2$ for H$_2$ with PBE, which survives both a change of step and tighter self-consistency, so the grid itself must be varied.

**Vanishing cubic term.** If $F'''(0)=0$, the formula for $h^*$ diverges, which signals that the next term has taken over. For $F^{(5)}(0)\neq0$ the worst-case error becomes $|F^{(5)}|h^4/120+\varepsilon/h$. Setting its derivative to zero gives $|F^{(5)}|h^3/30=\varepsilon/h^2$, so $h^5=30\varepsilon/|F^{(5)}|$. The step then scales as $\varepsilon^{1/5}$ and the error, proportional to $\varepsilon/h$, as $\varepsilon^{4/5}$.

**Large noise.** If $h^*$ comes out so large that $|F^{(5)}|h^{*2}/(20M)$ is no longer small, the leading-order balance is unreliable. In the H$_2$ example this ratio is about 0.009 at 0.10 bohr, so the three noise levels in the table lie well inside the valid range.

## Values computed for the example and the checks

```
H2, RHF/6-31G**, one atom displaced along the bond
bond length                     1.40 bohr
force at x = 0                  -0.00624 hartree/bohr
analytic force constant k       0.388777 hartree/bohr^2
M from analytic Hessians        4.3737 hartree/bohr^4
interpolation error of forces   9.1e-13 hartree/bohr
Truncation error, no added noise (hartree/bohr^2)
 h = 0.05 bohr: measured 1.8264e-03, formula 1.8224e-03
 h = 0.10 bohr: measured 7.3530e-03, formula 7.2895e-03
Worst case: eps (hartree/bohr), step (bohr), error (hartree/bohr^2)
 eps = 1e-06: searched step 0.00882, error 1.7009e-04
              formula  step 0.00882, error 1.7009e-04
 eps = 1e-05: searched step 0.01900, error 7.8957e-04
              formula  step 0.01900, error 7.8947e-04
 eps = 1e-04: searched step 0.04089, error 3.6662e-03
              formula  step 0.04093, error 3.6644e-03
fitted exponent of the step     0.3331
fitted exponent of the error    0.6668
Main case, eps = 1e-05 hartree/bohr
 truncation part                2.6313e-04 hartree/bohr^2
 noise part                     5.2643e-04 hartree/bohr^2
 noise / truncation             2.001
 best step                      0.01005 angstrom
 least error                    1.229 N/m
 least error relative to k      0.203 percent
 step times 0.5: error times 1.417, formula 1.417
 step times 2.0: error times 1.668, formula 1.667
 step times 5.0: error times 8.527, formula 8.467
Random noise, standard deviation 1e-05 hartree/bohr
 best step: sampled 0.01899, formula 0.01900 bohr
 rms error: sampled 4.5539e-04, formula 4.5580e-04 hartree/bohr^2
SCF stopped after 2 plain cycles (hartree/bohr^2)
 h = 0.01 bohr: bias -3.9429e-03, independent bound 4.9906e-01
 h = 0.02 bohr: bias -3.9428e-03, independent bound 2.5152e-01
 force error at h = 0.02 bohr   -4.8727e-03 hartree/bohr
```
